# Coulomb and spin–orbit energies of two electrons in a p shell: a numerical check

```python
"""p^2 intermediate coupling, H = F2*C + zeta*S, energies in cm^-1, F0 dropped.
Independent road: the 15x15 determinant Hamiltonian, Coulomb part from angular
quadrature of P_k(cos gamma12), spin-orbit part from ladder matrices.
Tested against it: 2x2 LS matrices, closed eigenvalues, level order, LS and jj
series, mixing weights, crossover ratios, closed inversion, least-squares fit.
Levels of C..Pb are chosen inputs, rough two-figure values."""
import itertools
import numpy as np
from scipy.special import eval_legendre
from scipy.optimize import least_squares, minimize_scalar, brentq

r2 = np.sqrt(2.0)
# ---- angular integrals <ab|P_k(cos gamma)|cd>, orbitals m = 1, 0, -1
xg, wg = np.polynomial.legendre.leggauss(6)
ct, ph = [g.ravel() for g in np.meshgrid(xg, 2*np.pi*np.arange(8)/8, indexing="ij")]
wt = np.repeat(wg, 8)*2*np.pi/8
st = np.sqrt(1 - ct**2)
Y = np.array([-np.sqrt(3/(8*np.pi))*st*np.exp(1j*ph), np.sqrt(3/(4*np.pi))*ct + 0j,
              np.sqrt(3/(8*np.pi))*st*np.exp(-1j*ph)])
nvec = np.array([st*np.cos(ph), st*np.sin(ph), ct])
rho = np.einsum("ai,ci,i->aci", Y.conj(), Y, wt)
def angular(k):
    return np.einsum("aci,ij,bdj->abcd", rho, eval_legendre(k, nvec.T @ nvec), rho, optimize=True)
for k in (1, 3, 4):
    assert abs(angular(k)).max() < 1e-13
assert np.allclose(angular(0).reshape(9, 9), np.eye(9), atol=1e-13)
assert abs(angular(2).imag).max() < 1e-13
A2 = 25*angular(2).real
ints = [A2[0, 0, 0, 0], A2[0, 2, 0, 2], A2[0, 1, 0, 1], A2[1, 1, 1, 1], A2[0, 1, 1, 0]]
assert np.allclose(ints, [1, 1, -2, 4, 3], atol=1e-12)

# ---- operators in the determinant basis
I2, I3, I6 = np.eye(2), np.eye(3), np.eye(6)
lz, lp = np.kron(np.diag([1., 0, -1]), I2), np.kron(r2*np.eye(3, k=1), I2)
sz, sp = np.kron(I3, np.diag([.5, -.5])), np.kron(I3, np.eye(2, k=1))
def product_det(p, q):
    return (np.kron(I6[p], I6[q]) - np.kron(I6[q], I6[p]))/r2
B = np.array([product_det(p, q) for p, q in itertools.combinations(range(6), 2)]).T
def total(o):
    return B.T @ (np.kron(o, I6) + np.kron(I6, o)) @ B
def square(z, p):
    Z, P = total(z), total(p)
    return Z @ Z + 0.5*(P @ P.T + P.T @ P)
C = B.T @ np.einsum("abcd,st,uv->asbuctdv", A2, I2, I2).reshape(36, 36) @ B
S = total(lz @ sz + 0.5*(lp @ sp.T + lp.T @ sp))
L2, S2, J2 = square(lz, lp), square(sz, sp), square(lz + sz, lp + sp)
for X, Z in ((C, total(lp)), (C, total(sp)), (S, total(lp + sp)), (S, J2)):
    assert abs(X @ Z - Z @ X).max() < 1e-11

# ---- LS states written by hand, and the 2x2 matrices
idx = {"1+": 0, "1-": 1, "0+": 2, "0-": 3, "-1+": 4, "-1-": 5}
det = lambda a, b: B.T @ product_det(idx[a], idx[b])
P2, D2 = det("1+", "0+"), det("1+", "1-")
S0 = (det("1+", "-1-") + det("-1+", "1-") - det("0+", "0-"))/np.sqrt(3)
P0 = -(det("1+", "-1-") - det("-1+", "1-") + r2*det("0-", "1-") + r2*det("-1+", "0+"))/np.sqrt(6)
for v, q in ((P2, (2, 2, 6)), (D2, (6, 0, 6)), (S0, (0, 0, 0)), (P0, (2, 2, 0))):
    for op, val in zip((L2, S2, J2), q):
        assert np.allclose(op @ v, val*v, atol=1e-12)
U0, U2 = np.array([P0, S0]).T, np.array([P2, D2]).T
assert np.allclose(U0.T @ C @ U0, np.diag([-5, 10]), atol=1e-11)
assert np.allclose(U2.T @ C @ U2, np.diag([-5, 1]), atol=1e-11)
assert np.allclose(U0.T @ S @ U0, [[-1, -r2], [-r2, 0]], atol=1e-12)
assert np.allclose(U2.T @ S @ U2, [[.5, 1/r2], [1/r2, 0]], atol=1e-12)
for U, ref in ((U0, [[0, 5*r2], [5*r2, 5]]), (U2, [[1, 2*r2], [2*r2, 3]])):
    V = U @ np.linalg.eigh(U.T @ S @ U)[1]          # jj states
    assert np.allclose(abs(V.T @ C @ V), ref, atol=1e-11)

# ---- numerical levels (M_J = 0 block) and closed formulas
m0 = np.where(abs(np.diag(total(lz + sz))) < 1e-9)[0]
blk = lambda X: X[np.ix_(m0, m0)]
numeric = lambda F, z: np.linalg.eigh(blk(F*C + z*S))
def formula(F, z):
    d0, d2 = np.sqrt((15*F + z)**2 + 8*z*z), np.sqrt((6*F - z/2)**2 + 2*z*z)
    return np.array([(5*F - z - d0)/2, -5*F - z/2, (-4*F + z/2 - d2)/2,
                     (-4*F + z/2 + d2)/2, (5*F - z + d0)/2])
def angles(x):
    return 0.5*np.arctan2(2*r2*x, 15 + x), 0.5*np.arctan2(r2*x, 6 - x/2)
T0, T2 = np.arctan(1/r2), np.arctan(r2)
ws, vs = np.linalg.eigh(blk(S))
assert np.allclose(ws, [-2, -.5, -.5, 1, 1], atol=1e-12)
def numeric_weights(x):
    """triplet and jj weights of the lower J=0 and lower J=2 states, by projectors"""
    v = numeric(1.0, x)[1]
    return np.array([v[:, 0] @ blk(S2) @ v[:, 0]/2, (vs[:, 0] @ v[:, 0])**2,
                     v[:, 2] @ blk(S2) @ v[:, 2]/2, np.sum((vs[:, 1:3].T @ v[:, 2])**2)])
def formula_weights(x):
    t0, t2 = angles(x)
    return np.cos([t0, T0 - t0, t2, T2 - t2])**2
for x in np.logspace(-2, 2, 41):
    e, v = numeric(1.0, x)
    assert np.allclose(e, formula(1.0, x), atol=1e-10)
    assert np.allclose(np.diag(v.T @ blk(J2) @ v), [0, 2, 6, 6, 0], atol=1e-8)
    assert np.allclose(np.linalg.eigvalsh(C + x*S), np.repeat(e, [1, 3, 5, 5, 1]), atol=1e-10)
    assert np.allclose(numeric_weights(x), formula_weights(x), atol=1e-9)
    assert e[4] - e[3] > 4

# second-order series: the error must fall eightfold when the small parameter halves
def ls_err(x):
    e = numeric(1.0, x)[0]
    return np.array([e[1] - e[0] - x/2 - 2*x*x/15, e[2] - e[1] - x + x*x/12])
def jj_err(f):
    e = numeric(f, 1.0)[0]
    return np.array([e[0] + 2 + 50*f*f/3, e[2] + .5 + f + 16*f*f/3,
                     e[3] - 1 + 3*f - 16*f*f/3, e[4] - 1 - 5*f - 50*f*f/3])
assert np.allclose(ls_err(0.1)/ls_err(0.05), 8, atol=0.3)
assert np.allclose(jj_err(0.004)/jj_err(0.002), 8, atol=0.3)
cross0 = brentq(lambda x: numeric_weights(x)[0] - numeric_weights(x)[1], 1, 20)
cross2 = brentq(lambda x: numeric_weights(x)[2] - numeric_weights(x)[3], 1, 20)
half2 = brentq(lambda x: numeric_weights(x)[2] - 0.5, 1, 40)
assert np.allclose([cross0, cross2, half2], [5, 4, 12], atol=1e-8)

# ---- inversion and fit
def intervals(F, z):
    e = formula(F, z)
    return e[1:] - e[0]
def invert(E):
    a, b = E[1] - E[0], E[2] - E[0]
    d = np.sqrt((a + b)**2 - 6*a*b)
    hi, lo = (a + b + d)/2, (a + b - d)/2
    cand = [(hi/6, lo/1.5), (lo/6, hi/1.5)]
    pred = [intervals(*c)[0] for c in cand]
    return cand[int(np.argmin([abs(p - E[0]) for p in pred]))], (a, b, hi, lo), pred
grid = np.linspace(np.log(1e-3), np.log(1e2), 600)
grid_e = intervals(np.ones_like(grid), np.exp(grid))
def fit(E):
    r = grid_e/E[:, None]
    i = int(np.argmin(4 - r.sum(0)**2/(r*r).sum(0)))
    def best(u):
        q = intervals(1.0, np.exp(u))/E
        F = q.sum()/(q*q).sum()
        return F, np.sum((F*q - 1)**2)
    u = minimize_scalar(lambda t: best(t)[1], bounds=(grid[i - 1], grid[i + 1]),
                        method="bounded", options={"xatol": 1e-11}).x
    return best(u)[0], best(u)[0]*np.exp(u)
for F, z in ((1600., 30.), (900., 2000.), (900., 7000.)):   # synthetic recovery
    e = numeric(F, z)[0]
    assert np.allclose(invert(e[1:] - e[0])[0], (F, z), rtol=1e-8)
    assert np.allclose(fit(e[1:] - e[0]), (F, z), rtol=1e-6)

print("units: cm^-1 unless marked; levels above ground in order J = 1, 2, 2, 0")
print("direct (1,1),(1,-1),(1,0),(0,0), exchange (1,0) [F2]: %.0f %.0f %.0f %.0f %.0f" % tuple(ints))
print("terms [F2]: 3P %.0f, 1D %.0f, 1S %.0f" % (P2 @ C @ P2, D2 @ C @ D2, S0 @ C @ S0))
print("spin-orbit eigenvalues [zeta]: %.1f %.1f %.1f %.1f %.1f" % tuple(ws))
print("jj limit angles: theta0 %.2f deg, theta2 %.2f deg" % (np.degrees(T0), np.degrees(T2)))
print("LS=jj weight at x: J=0 %.3f, J=2 %.3f; 50%% 3P2 at x = %.3f" % (cross0, cross2, half2))
print("weight at crossover: J=0 %.3f, J=2 %.3f" % (numeric_weights(5.)[0], numeric_weights(4.)[2]))
levels = {"C": (16, 43, 10000, 22000), "Si": (77, 220, 6300, 15000), "Ge": (560, 1400, 7100, 16000),
          "Sn": (1700, 3400, 8600, 17000), "Pb": (7800, 11000, 21000, 29000)}
ratios = []
for name, E in levels.items():
    E = np.array(E, float)
    (Fi, zi), (a, b, hi, lo), pred = invert(E)
    ei = numeric(Fi, zi)[0]
    assert np.allclose([ei[2] - ei[1], ei[3] - ei[1]], [a, b], rtol=1e-9)
    F, z = fit(E)
    def residual(p):
        e = numeric(*np.exp(p))[0]
        return (e[1:] - e[0])/E - 1
    p = least_squares(residual, np.log([Fi, zi]), jac="3-point", xtol=1e-14, ftol=1e-14, gtol=1e-14).x
    assert np.allclose(np.exp(p), (F, z), rtol=1e-5)
    half = 0.5*10**(np.floor(np.log10(E)) - 1)     # rounding half-width
    xs = []
    for s in itertools.product((-1, 1), repeat=4):
        Fc, zc = fit(E + half*np.array(s))
        xs.append(zc/Fc)
    x, M = z/F, intervals(F, z)
    assert np.allclose(formula_weights(x), numeric_weights(x), atol=1e-9)
    ratios.append(x)
    w, (t0, t2) = 100*formula_weights(x), np.degrees(angles(x))
    print("%s rough input: %.0f %.0f %.0f %.0f" % (name, *E))
    print("  a %.0f b %.0f roots %.1f %.1f; E1-E0 if 6F2=big %.1f, small %.1f" % (a, b, hi, lo, *pred))
    print("  inversion: F2 %.0f zeta %.1f x %.3g, predicted top J=0 %.0f" % (Fi, zi, zi/Fi, ei[4] - ei[0]))
    print("  fit: F2 %.0f zeta %.1f x %.3g (rounding range %.3g to %.3g)" % (F, z, x, min(xs), max(xs)))
    print("  fitted levels: %.1f %.1f %.0f %.0f" % tuple(M))
    print("  residuals %%: %+.1f %+.1f %+.1f %+.1f" % tuple(100*(M/E - 1)))
    print("  J=0: theta %.2f deg, 3P %.2f%%, (1/2,1/2) %.1f%%" % (t0, w[0], w[1]))
    print("  J=2: theta %.2f deg, 3P %.2f%%, (1/2,3/2) %.1f%%" % (t2, w[2], w[3]))
    print("  (E2-E1)/(E1-E0): input %.2f, fit %.2f" % ((E[1] - E[0])/E[0], (M[1] - M[0])/M[0]))
for name in ("C", "Si"):
    E = levels[name]
    bary = (3*E[0] + 5*E[1])/9
    print("%s 3P centre %.1f; (1S-1D)/(1D-3P) input %.2f, LS model 1.50"
          % (name, bary, (E[3] - E[2])/(E[2] - bary)))
assert all(np.diff(ratios) > 0) and ratios[3] < 4 and ratios[4] > 5
F, z = fit(np.array(levels["Pb"], float))
h0, h2 = U0.T @ (F*C + z*S) @ U0, U2.T @ (F*C + z*S) @ U2
print("Pb J=0 matrix: %.0f %.0f %.0f" % (h0[0, 0], h0[0, 1], h0[1, 1]))
print("Pb J=2 matrix: %.0f %.0f %.0f" % (h2[0, 0], h2[0, 1], h2[1, 1]))
print("Pb eigenvalues from F0: %.0f %.0f %.0f %.0f %.0f" % tuple(numeric(F, z)[0]))
print("ALL CHECKS PASSED")
```

Output:

```
units: cm^-1 unless marked; levels above ground in order J = 1, 2, 2, 0
direct (1,1),(1,-1),(1,0),(0,0), exchange (1,0) [F2]: 1 1 -2 4 3
terms [F2]: 3P -5, 1D 1, 1S 10
spin-orbit eigenvalues [zeta]: -2.0 -0.5 -0.5 1.0 1.0
jj limit angles: theta0 35.26 deg, theta2 54.74 deg
LS=jj weight at x: J=0 5.000, J=2 4.000; 50% 3P2 at x = 12.000
weight at crossover: J=0 0.908, J=2 0.789
C rough input: 16 43 10000 22000
  a 27 b 9984 roots 9970.4 40.6; E1-E0 if 6F2=big 13.6, small 9936.8
  inversion: F2 1662 zeta 27.0 x 0.0163, predicted top J=0 24953
  fit: F2 1550 zeta 30.1 x 0.0194 (rounding range 0.0184 to 0.0205)
  fitted levels: 15.1 45.1 9333 23287
  residuals %: -5.5 +5.0 -6.7 +5.8
  J=0: theta 0.10 deg, 3P 100.00%, (1/2,1/2) 66.8%
  J=2: theta 0.13 deg, 3P 100.00%, (1/2,3/2) 33.5%
  (E2-E1)/(E1-E0): input 1.69, fit 1.99
Si rough input: 77 220 6300 15000
  a 143 b 6223 roots 6148.9 217.1; E1-E0 if 6F2=big 75.1, small 5973.3
  inversion: F2 1025 zeta 144.7 x 0.141, predicted top J=0 15522
  fit: F2 1006 zeta 147.2 x 0.146 (rounding range 0.141 to 0.152)
  fitted levels: 76.4 221.8 6189 15247
  residuals %: -0.8 +0.8 -1.8 +1.6
  J=0: theta 0.78 deg, 3P 99.98%, (1/2,1/2) 67.9%
  J=2: theta 1.00 deg, 3P 99.97%, (1/2,3/2) 35.0%
  (E2-E1)/(E1-E0): input 1.86, fit 1.90
Ge rough input: 560 1400 7100 16000
  a 840 b 6540 roots 6008.6 1371.4; E1-E0 if 6F2=big 561.4, small 5061.3
  inversion: F2 1001 zeta 914.3 x 0.913, predicted top J=0 16144
  fit: F2 996 zeta 912.6 x 0.916 (rounding range 0.879 to 0.954)
  fitted levels: 560.6 1398.8 7069 16065
  residuals %: +0.1 -0.1 -0.4 +0.4
  J=0: theta 4.62 deg, 3P 99.35%, (1/2,1/2) 74.0%
  J=2: theta 6.58 deg, 3P 98.69%, (1/2,3/2) 44.5%
  (E2-E1)/(E1-E0): input 1.50, fit 1.50
Sn rough input: 1700 3400 8600 17000
  a 1700 b 6900 roots 5246.0 3354.0; E1-E0 if 6F2=big 1743.8, small 3538.0
  inversion: F2 874 zeta 2236.0 x 2.56, predicted top J=0 16603
  fit: F2 898 zeta 2202.6 x 2.45 (rounding range 2.33 to 2.59)
  fitted levels: 1697.8 3394.2 8693 16865
  residuals %: -0.1 -0.2 +1.1 -0.8
  J=0: theta 10.84 deg, 3P 96.46%, (1/2,1/2) 82.9%
  J=2: theta 18.00 deg, 3P 90.45%, (1/2,3/2) 64.2%
  (E2-E1)/(E1-E0): input 1.00, fit 1.00
Pb rough input: 7800 11000 21000 29000
  a 3200 b 13200 roots 10169.8 6230.2; E1-E0 if 6F2=big 3200.6, small 6938.9
  inversion: F2 1038 zeta 6779.8 x 6.53, predicted top J=0 29453
  fit: F2 896 zeta 7253.5 x 8.09 (rounding range 7.72 to 8.47)
  fitted levels: 7849.3 10775.1 21181 29143
  residuals %: +0.6 -2.0 +0.9 +0.5
  J=0: theta 22.37 deg, 3P 85.51%, (1/2,1/2) 95.0%
  J=2: theta 40.16 deg, 3P 58.41%, (1/2,3/2) 93.7%
  (E2-E1)/(E1-E0): input 0.41, fit 0.37
C 3P centre 29.2; (1S-1D)/(1D-3P) input 1.20, LS model 1.50
Si 3P centre 147.9; (1S-1D)/(1D-3P) input 1.41, LS model 1.50
Pb J=0 matrix: -11735 -10258 8963
Pb J=2 matrix: -855 5129 896
Pb eigenvalues from F0: -15957 -8108 -5182 5224 13185
ALL CHECKS PASSED
```
